# Liptay Analysis of Electroabsorption: Frenkel and Charge-Transfer Excitons, part 2

What does the field-induced absorption change \(\Delta A\) reveal about an exciton's charge-transfer (CT) character? The internal field is \(\mathbf F=F\mathbf f\), the light polarization \(\mathbf e\), \(\mathbf e\cdot\mathbf f=\cos\chi\) and \(q=3\cos^2\chi-1\), zero at the magic angle. Energies are in eV, lengths in Å; \(e\) is the elementary charge.

A band has absorption \(A(E)=KE\,g(E-E_0)\), with \(K\) constant and \(g\) a normalized line shape of width \(\sigma\). Its transition moment is \(\mathbf m\), with linear field dependence \(T_{ij}F_j\). On excitation, dipole and polarizability change by \(\Delta\boldsymbol\mu\) (at angle \(\zeta\) to \(\mathbf m\)) and \(\Delta\alpha\), giving the Stark shift
\[
\delta E=-\Delta\boldsymbol\mu\cdot\mathbf F-\tfrac12\,\mathbf F\cdot\Delta\alpha\,\mathbf F .
\]

**Theorem 1.** For immobile, randomly oriented absorbers and an isolated, rigidly shifted band, to order \(F^2\),
\[
\Delta A=F^2\left[c_0A+c_1E(A/E)'+c_2E(A/E)''\right].
\]
Here \(c_1=B/15\). With \(\Delta\alpha_m=\mathbf m\cdot\Delta\alpha\,\mathbf m/m^2\),
\[
B=\tfrac52{\rm Tr}\,\Delta\alpha+\tfrac q2(3\Delta\alpha_m-{\rm Tr}\,\Delta\alpha)+B_\times,
\]
where the cross term \(B_\times\) equals \(10\,\mathbf m\cdot T\Delta\boldsymbol\mu/m^2\) at \(q=0\). There also \(c_2=|\Delta\boldsymbol\mu|^2/6\), and
\[
\cos^2\zeta=2-\frac{10\,c_2(90^\circ)}{|\Delta\boldsymbol\mu|^2}.
\]

**Lemma 2.** The orientational average is
\[
\langle e_ie_jf_kf_l\rangle=P\,\delta_{ij}\delta_{kl}+Q(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}),
\quad P=\frac{5-q}{45},\quad Q=\frac q{30}.
\]

**Model.** The hole is on unit 1; the electron is on unit 1 in \(|{\rm F}\rangle\) (Frenkel) and on unit 2 in \(|{\rm C}\rangle\) (CT). Only \(|{\rm F}\rangle\) has a transition moment, at angle \(\zeta\) to the unit vector \(\mathbf n\). Only \(|{\rm C}\rangle\) has a dipole, \(\mu\mathbf n\), with \(\mu=ed\) and electron–hole distance \(d\). With \(s=\mu F\,\mathbf n\cdot\mathbf f\) and real coupling \(t\neq0\),
\[
H(s)=\begin{pmatrix}E_F&t\\t&E_C-s\end{pmatrix}.
\]

**Proposition 2.** Let an eigenstate have zero-field energy \(E_n\) and CT weight \(W\), and let \(D=E_o-E_n\) be the signed gap to the other eigenstate. Then
\[
\Delta\boldsymbol\mu=W\mu\,\mathbf n,\qquad
\Delta\alpha=\kappa\mu^2\,\mathbf n\mathbf n,\qquad
\kappa=\frac{2W(1-W)}D .
\]
For resolved bands at the magic angle,
\[
c_2=\frac{W^2\mu^2}{6},\qquad
c_1=\frac{\alpha_{\rm app}}6,\qquad
c_0=-\frac{W(1-2W)\mu^2}{D^2},
\]
where the apparent polarizability change along \(\mathbf n\) is
\[
\alpha_{\rm app}=\kappa\mu^2\left[1-\frac{2W}{1-W}\right]=\frac{2W(1-3W)\mu^2}{D}.
\]
The proof of Proposition 2 comes first.

**Proof.** Let \(|n\rangle\) and \(|o\rangle\) be the two real, normalized eigenvectors, and let a dot denote \(d/ds\). The Hamiltonian derivative is \(\dot H=-|{\rm C}\rangle\langle{\rm C}|\). Differentiating \(E_n=\langle n|H|n\rangle\), the two terms containing \(|\dot n\rangle\) add to \(E_n\,d\langle n|n\rangle/ds=0\). Hence

\[
\dot E_n=-\langle{\rm C}|n\rangle^2=-W.
\]

Projecting the derivative of \((H-E_n)|n\rangle=0\) on \(\langle o|\) gives

\[
\langle o|\dot n\rangle=\frac{-\langle o|\dot H|n\rangle}{E_o-E_n}
=\frac{\langle o|{\rm C}\rangle\langle{\rm C}|n\rangle}{D}.
\]

Normalization of real vectors gives \(\langle n|\dot n\rangle=0\), so \(|\dot n\rangle=|o\rangle\langle o|\dot n\rangle\). Since \(\langle{\rm C}|o\rangle^2=1-W\),

\[
\dot W=2\langle{\rm C}|n\rangle\langle{\rm C}|\dot n\rangle=\frac{2W(1-W)}D=\kappa.
\]

It follows that \(\ddot E_n=-\kappa\), and therefore

\[
E_n(s)=E_n-Ws-\tfrac12\kappa s^2+O(s^3).
\]

Comparison with the Stark shift gives \(\Delta\boldsymbol\mu\) and \(\Delta\alpha\).

The intensity of the state is proportional to its Frenkel weight \(1-W(s)\), so \(\dot\kappa\) is also needed. The gap changes as \(\dot D=\dot E_o-\dot E_n=-(1-W)+W=2W-1\). Thus

\[
\dot\kappa=\frac{2(1-2W)\dot W}{D}-\frac{2W(1-W)\dot D}{D^2}
=\frac{2(1-2W)\kappa}{D}+\frac{(1-2W)\kappa}{D}
=\frac{3(1-2W)\kappa}{D}.
\]

For one orientation, the spectrum is the product

\[
\left[(1-W)-\kappa s-\tfrac12\dot\kappa s^2\right]
\left[g+(Ws+\tfrac12\kappa s^2)g'+\tfrac12W^2s^2g''\right].
\]

Divide the terms of order \(s^2\) by the zero-field weight \(1-W\). The result is

\[
-\frac{\dot\kappa}{2(1-W)}g
+\left[\frac\kappa2-\frac{\kappa W}{1-W}\right]g'
+\frac{W^2}{2}g''.
\]

Inserting \(\dot\kappa\) and \(\kappa\), the coefficient of \(g\) is \(-3W(1-2W)/D^2\). That of \(g'\) is \(\tfrac12\kappa[1-2W/(1-W)]\), which equals \(W(1-3W)/D\).

All three terms carry the same orientational factor. With \(\mathbf m\) here fixing the direction of the transition moment, Lemma 2 gives

\[
\frac3{m^2}\left\langle(\mathbf e\cdot\mathbf m)^2(\mathbf n\cdot\mathbf f)^2\right\rangle
=\frac{5+q(3\cos^2\zeta-1)}{15}.
\]

At the magic angle it is \(1/3\). Multiplication by \(\mu^2/3\) gives the three coefficients. \(\square\)

The subtraction in \(\alpha_{\rm app}\) is the cross term of Theorem 1. The transition moment is proportional to \(\sqrt{1-W(s)}\), so its relative slope is \(-\kappa/[2(1-W)]\). At \(q=0\) this gives \(B_\times=-5\kappa W\mu^2/(1-W)\), while the polarizability part of \(B\) is \(\tfrac52\kappa\mu^2\). Their sum divided by 15 is \(\alpha_{\rm app}/6\).

### When the derivative separates the two characters

Let \(G=|D|\), and suppose \(|t|\ll|E_C-E_F|\), so that the minority weight is approximately \(t^2/G^2\).

**Mainly Frenkel state.** Here \(W\ll1\). Apart from the common orientational factor, the coefficients of \(g\), \(g'\) and \(g''\) are approximately \(-3W/G^2\), \(W/D\) and \(W^2/2\). Each derivative contributes a factor of order \(1/\sigma\). The second-derivative signal is smaller than the first by roughly \(WG/(2\sigma)\), and the zeroth by roughly \(3\sigma/G\). The first derivative dominates if

\[
\frac{t^2}{G}\ll\sigma\ll G .
\]

In that regime \(\alpha_{\rm app}\simeq\Delta\alpha\) along \(\mathbf n\), because the correction \(2W/(1-W)\) is small.

**Mainly CT state.** Here \(1-W\ll1\), and the three coefficients tend to \(3/G^2\), \(-2/D\) and \(1/2\). The first-derivative signal is smaller than the second by roughly \(4\sigma/G\), independently of \(t\) at this order. The second derivative dominates when the gap is much larger than the width, and it gives \(|\Delta\boldsymbol\mu|\simeq ed\).

The first-derivative coefficient of the CT band is another matter. The CT state absorbs by borrowing intensity from the Frenkel state, and the amount borrowed changes with the gap. For an upper CT state, orientations that shift it down towards the Frenkel state also strengthen it. The stronger, lower-energy absorbers outweigh the weaker, higher-energy ones and imitate a red shift. The true second-order shift is upward, because the two levels repel. The apparent polarizability therefore has the opposite sign to the true one. In this model the two have opposite signs whenever \(W>1/3\), and \(\alpha_{\rm app}\) vanishes at \(W=1/3\).

### Worked example

Take \(E_F=2.00\) eV, \(E_C=2.80\) eV, \(t=0.080\) eV, \(d=4.00\) Å, \(\zeta=30^\circ\), \(\sigma=0.040\) eV and an internal field of \(5.00\times10^6\) V/m. These are round model parameters, not data for a material. The largest Stark energy of the CT configuration is

\[
\mu F=(4.00\ e\text{Å})(5.00\times10^{-4}\ \text{V/Å})=2.00\ \text{meV},
\]

which is one twentieth of \(\sigma\).

Diagonalization gives levels at 1.99208 and 2.80792 eV, hence \(G=0.81584\) eV. Their CT weights are 0.00971 and 0.99029. Spectra were then calculated by diagonalizing \(H\) for each orientation. Each change \(\Delta A/F^2\) was fitted, within \(2.5\sigma\) of the band centre, by \(A\), \(E(A/E)'\) and \(E(A/E)''\), with the derivatives taken numerically from the zero-field spectrum.

**Frenkel-like band.** The magic-angle fit gives \(c_2=2.514\times10^{-4}\ (e\text{Å})^2\), so

\[
|\Delta\boldsymbol\mu|=\sqrt{6(2.514\times10^{-4})}\ e\text{Å}=0.0388\ e\text{Å}=0.187\ \text{D}.
\]

The model value is \(W\mu=0.00971\times4.00=0.0388\ e\text{Å}\). The polarizability change is

\[
\Delta\alpha=\frac{2(0.00971)(0.99029)(16.0)}{0.81584}=0.377\ e\text{Å}^2/\text{V}=5.43\ \text{Å}^3 .
\]

The last value is the polarizability volume \(\Delta\alpha/4\pi\varepsilon_0\). The fitted first-derivative coefficient gives \(6c_1=0.370\ e\text{Å}^2/\text{V}\). The difference of about 2%, relative to \(\Delta\alpha\), is the cross term.

**CT-like band.** The fit gives \(c_2=2.614\ (e\text{Å})^2\), so

\[
|\Delta\boldsymbol\mu|=\sqrt{6(2.614)}\ e\text{Å}=3.96\ e\text{Å}=19.0\ \text{D}.
\]

At \(\chi=90^\circ\) the coefficient is \(1.961\ (e\text{Å})^2\). Then

\[
\cos^2\zeta=2-\frac{10(1.961)}{6(2.614)}=0.750,
\]

which recovers \(\zeta=30^\circ\). Dividing the fitted dipole by \(ed\) gives a CT weight of 0.990.

The true polarizability change of this band is \(-0.377\ e\text{Å}^2/\text{V}\), but \(6c_1=76.5\ e\text{Å}^2/\text{V}\). Proposition 2 predicts 76.6. Interpreted as a polarizability, the coefficient would have the wrong sign and a magnitude about 200 times too large.

**Shapes.** For a Gaussian, the largest \(|g'|\) is \(e^{-1/2}/\sigma=0.607/\sigma\) times the peak height, and the largest \(|g''|\) is \(1/\sigma^2\) times it. The largest first- and second-derivative contributions, relative to peak absorption and per \(F^2\), are therefore approximately

\[
\text{Frenkel-like: }\frac{0.607(0.0616)}{0.040}=0.93,\qquad
\frac{2.514\times10^{-4}}{(0.040)^2}=0.16,
\]

\[
\text{CT-like: }\frac{0.607(12.75)}{0.040}=193,\qquad
\frac{2.614}{(0.040)^2}=1630,
\]

all in Å²/V². For comparison, \(|c_0|\) is 0.23 and 23 Å²/V², respectively. The first derivative alone accounts for 92% of the sum of squares of the Frenkel-like signal in the fitting window. The second derivative alone accounts for 97% for the CT-like band.

The peak changes, each relative to the peak absorption of its own band, are \(2.8\times10^{-7}\) and \(4.1\times10^{-4}\). The CT band itself is weak: its peak absorption relative to the Frenkel-like one is

\[
\frac{2.808(0.00971)}{1.992(0.99029)}=0.0138 .
\]

Its absolute change is nevertheless larger by the factor \(0.0138(4.055\times10^{-4})/(2.803\times10^{-7})\simeq20\). Electroabsorption can thus favour a CT state that is faint in ordinary absorption, but the factor 20 belongs to this model. It assumes equal widths, and the absolute second-derivative signal scales as \(1/\sigma^3\), so doubling the CT width alone divides it by about eight. It also assumes that the Frenkel configuration has no polarizability change of its own. An isotropic change of 20 Å\(^3\) (trace 60 Å\(^3\)) would raise the Frenkel first-derivative contribution from 0.93 to about 11 Å²/V² and reduce the factor to about 2.

### Proposition 3: a symmetric CT pair

The separation can fail for a reason that Proposition 2 does not contain. In a centrosymmetric dimer, transfer to the right and to the left give configurations with dipoles \(+\mu\mathbf n\) and \(-\mu\mathbf n\). Inversion symmetry makes the eigenstates even and odd combinations, each with zero permanent dipole. The dipole operator is odd under inversion, so with an even ground state only the odd combination can have a transition moment from it.

Let the bright state \(|b\rangle\) lie an energy \(\delta\) above the dark state \(|k\rangle\), and treat this pair separately from all other states. The dipole operator is diagonal, with opposite values, in the left–right basis. In the even–odd basis it is purely off-diagonal, with magnitude \(\mu\). Up to the arbitrary sign of a basis vector, and measured from the bright energy,

\[
H=\begin{pmatrix}0&-s\\-s&-\delta\end{pmatrix}.
\]

With \(x\) the photon energy measured from the bright level, the change of the line shape is, to order \(s^2\),

\[
\Delta g(x)=\frac{s^2}{\delta^2}\left[g(x+\delta)-g(x)-\delta g'(x)\right].
\]

For a Gaussian the remainder is at most \(g(0)s^4/(8\sigma^4)\), whatever the value of \(\delta\).

**Proof.** For \(|s|\ll\delta\), perturbation theory raises the bright level by \(s^2/\delta\) and lowers the dark one equally. The mixing amplitude has magnitude \(s/\delta\), so a bright weight \(s^2/\delta^2\) moves to the dark level. The spectrum is

\[
\left(1-\frac{s^2}{\delta^2}\right)g\left(x-\frac{s^2}{\delta}\right)+\frac{s^2}{\delta^2}g(x+\delta)
\]

up to higher orders, and its \(s^2\) part is the stated one.

To see that \(s\) need not be small compared with \(\delta\), write \(g(y)=\int\hat g(\tau)e^{i\tau y}d\tau\). The spectrum is \(\langle b|g(x-H)|b\rangle\), an integral over \(\langle b|e^{-i\tau H}|b\rangle\). Expand this exponential in the field coupling, whose norm is \(|s|\). The unperturbed evolution is unitary, so the remainder after third order is at most \((|\tau s|)^4/4!\). Odd orders vanish because an odd number of couplings takes \(|b\rangle\) to \(|k\rangle\). For a Gaussian \(\hat g>0\), and \(\int\hat g\,\tau^4d\tau=g''''(0)=3g(0)/\sigma^4\). The remainder is therefore bounded by \(g(0)s^4/(8\sigma^4)\). \(\square\)

**Unresolved pair.** If \(\delta\ll\sigma\), Taylor expansion of \(g(x+\delta)\) gives

\[
\Delta g=s^2\left[\tfrac12g''+\tfrac\delta6g'''+\ldots\right].
\]

The leading signal is that of a state with \(|\Delta\boldsymbol\mu|=\mu\), although neither eigenstate has a permanent dipole. The broad line does not resolve the splitting that suppresses it.

**Resolved pair.** If \(\delta\gg\sigma\), then near the bright band \(g(x+\delta)\) is negligible, and

\[
\Delta g\simeq-\frac{s^2}{\delta}g'-\frac{s^2}{\delta^2}g .
\]

This is mainly a first derivative, with polarizability change \(-2\mu^2/\delta\) along \(\mathbf n\). An exciton of large charge-transfer weight then gives a mainly first-derivative signal, as the mainly Frenkel state of Proposition 2 does. The isolated pair is an idealization here. The direct coupling of the two CT configurations is of second order in the overlap between the units and is small, so a splitting \(\delta\gg\sigma\) normally comes from mixing with Frenkel states, which also supplies the intensity. If only the bright combination mixes, with coupling \(t'\) to a Frenkel state lying \(G_0\) below the CT configurations, then \(\delta(\delta+G_0)=t'^2\), the CT weight of the bright state is \(W=(\delta+G_0)/(2\delta+G_0)\), and the polarizability change is reduced to \(-2W\mu^2/\delta\). For \(\delta=G_0\), as with \(\delta=0.800\) eV below and the 0.80 eV configuration gap of the worked example, \(W\) is only \(2/3\).

For \(d=4.00\) Å and \(\sigma=0.040\) eV, the second-derivative coefficient was converted to \(|\Delta\boldsymbol\mu|^2\) and divided by \(\mu^2\). At \(\delta=0.004\) eV the ratio is 0.996. At \(\delta=0.040\) eV it is 0.755 for a window of \(2.5\sigma\), and neither derivative alone describes the signal well: the second accounts for 76% of the sum of squares and the first for 17%. Because the three functions do not span this signal, these numbers depend on the window; the ratio moves from about 0.69 at \(1.5\sigma\) to 0.77 at \(4\sigma\). At \(\delta=0.800\) eV the ratio vanishes to the digits printed, and the first derivative accounts for 99.5%. The fitted polarizability change is then \(-40.0\ e\text{Å}^2/\text{V}\), in agreement with \(-2(16.0)/0.800\). These and the other fitted values are in the numerical output.

### What the assignment requires

A large second-derivative coefficient establishes a large charge displacement, under the assumptions of Theorem 1 or for an unresolved pair as in Proposition 3. It does not by itself show transfer between units. A Frenkel exciton on a polar unit can have its own \(\Delta\boldsymbol\mu\), which the minimal model set to zero. The comparison of \(|\Delta\boldsymbol\mu|/e\) with the distance between units is therefore part of the assignment.

A dominant first derivative, in turn, only bounds the permanent dipole change of an isolated band: at the magic angle \(c_2/\sigma^2\ll|c_1|/\sigma\) means \(|\Delta\boldsymbol\mu|^2\ll6\sigma|c_1|\). It does not exclude charge-transfer character. Symmetry and the splitting from nearby dark states must be known first. At the magic angle, \(6c_1\) may be reported as \({\rm Tr}\,\Delta\alpha\) when the cross term is small. In the two-configuration model this means \(2W/(1-W)\ll1\), which holds for the mainly Frenkel state and fails for the mainly CT state.

## Calculated quantities

```
GENERAL TENSOR TEST (arbitrary test tensors)
chi=0.00 deg: relative remainder 4.34e-05, at half field 1.08e-05, ratio 4.000
chi=54.74 deg: relative remainder 2.74e-05, at half field 6.84e-06, ratio 4.000
chi=90.00 deg: relative remainder 2.66e-05, at half field 6.65e-06, ratio 4.000
EXCITON MODEL
Frenkel energy 2.00 eV, CT energy 2.80 eV, coupling 0.080 eV
CT separation 4.00 angstrom, zeta 30.0 deg
Gaussian sigma 0.040 eV, internal field 5.00e+06 V/m
full CT Stark energy 2.000 meV
1 e*angstrom = 4.8032 D; 1 e*angstrom^2/V = 14.3996 angstrom^3
Frenkel-like band: energy 1.99208 eV, CT weight 0.00971, Frenkel weight 0.99029
  fit coefficients at magic angle: zeroth -2.2887e-01 angstrom^2/V^2
    first 6.1625e-02 e*angstrom^2/V, second 2.5141e-04 (e*angstrom)^2
  second coefficient at 90 deg 1.8856e-04 (e*angstrom)^2
  dipole change: model 0.03884, fit 0.03884 e*angstrom; fit 0.187 D
  fitted zeta 30.00 deg, fitted CT weight 0.00971
  true polarizability change 0.3771 e*angstrom^2/V = 5.43 angstrom^3
  apparent value: formula 0.3698, fit 0.3698 e*angstrom^2/V; fit 5.32 angstrom^3
  zeroth coefficient from formula -2.2887e-01 angstrom^2/V^2
  signal explained by first derivative alone 0.9178, by second alone 0.0492
  peak |dA| / peak A 2.803e-07
CT-like band: energy 2.80792 eV, CT weight 0.99029, Frenkel weight 0.00971
  fit coefficients at magic angle: zeroth 2.3169e+01 angstrom^2/V^2
    first 1.2754e+01 e*angstrom^2/V, second 2.6141e+00 (e*angstrom)^2
  second coefficient at 90 deg 1.9607e+00 (e*angstrom)^2
  dipole change: model 3.96116, fit 3.96040 e*angstrom; fit 19.023 D
  fitted zeta 30.00 deg, fitted CT weight 0.99010
  true polarizability change -0.3771 e*angstrom^2/V = -5.43 angstrom^3
  apparent value: formula 76.5533, fit 76.5253 e*angstrom^2/V; fit 1101.94 angstrom^3
  zeroth coefficient from formula 2.3343e+01 angstrom^2/V^2
  signal explained by first derivative alone 0.0223, by second alone 0.9742
  peak |dA| / peak A 4.055e-04
SYMMETRIC CT PAIR (bright state above dark partner)
splitting 0.004 eV: closed-form error 3.75e-04, apparent dmu^2/mu^2 0.99567
  explained by first alone 0.0028, by second alone 0.9973
splitting 0.040 eV: closed-form error 3.68e-04, apparent dmu^2/mu^2 0.75517
  explained by first alone 0.1703, by second alone 0.7630
splitting 0.800 eV: closed-form error 5.92e-05, apparent dmu^2/mu^2 0.00000
  explained by first alone 0.9950, by second alone 0.0028
  polarizability change: formula -40.0000, fit -39.9997 e*angstrom^2/V
```
